# Second-order energy of a closed-shell atom: radial formula and neon, part 3

We evaluate the second-order energy $E_2$ of closed-shell neon in Hartree atomic units, with $[x]=2x+1$. Occupied shells are $a,b$, virtual shells $r,s$, radial functions $P$, orbital energies $\varepsilon$, and $\Delta=\varepsilon_r+\varepsilon_s-\varepsilon_a-\varepsilon_b$. The orbitals are eigenfunctions of

$$F_l=h_l+\sum_b2[l_b]\,v^0_{bb}-\sum_b\sum_k[l_b]\begin{pmatrix}l&k&l_b\\0&0&0\end{pmatrix}^2K^k_b,\qquad h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr,\tag{15}$$

where $(K^k_bP)(r)=P_b(r)\,v^k_{bP}(r)$ and

$$v^k_{bs}(r_1)=\int_0^\infty \frac{r_<^k}{r_>^{k+1}}P_b(r_2)P_s(r_2)\,dr_2,\qquad R^k(ab;rs)=\int_0^\infty P_a P_r\,v^k_{bs}\,dr_1 .\tag{12}$$

Let $X_k(ab;rs)=R^k(ab;rs)\,\langle l_a\|C^k\|l_r\rangle\langle l_b\|C^k\|l_s\rangle$, with $\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{[l][l']}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}$. For $\tau(abc)=(a+b-c)!\,(a-b+c)!\,(b+c-a)!/(a+b+c+1)!$ and $2g=a+b+c$,

$$\begin{pmatrix}a&b&c\\0&0&0\end{pmatrix}=(-1)^g\sqrt{\tau(abc)}\,\frac{g!}{(g-a)!\,(g-b)!\,(g-c)!},\tag{9}$$

$$\begin{Bmatrix}j_1&j_2&j_3\\ j_4&j_5&j_6\end{Bmatrix}=\sqrt{\tau_1\tau_2\tau_3\tau_4}\;\sum_t\frac{(-1)^t\,(t+1)!}{\prod_{i=1}^4(t-\alpha_i)!\ \prod_{j=1}^3(\beta_j-t)!}.\tag{10}$$

The $\tau_i$ and sums $\alpha_i$ belong to triads $(j_1j_2j_3)$, $(j_1j_5j_6)$, $(j_4j_2j_6)$, $(j_4j_5j_3)$; the $\beta_j$ are $j_1+j_2+j_4+j_5$, $j_2+j_3+j_5+j_6$, $j_1+j_3+j_4+j_6$. The magnetic sums and pair energies are

$$\sum_m\langle ab|rs\rangle^2=\sum_k\frac{X_k(ab;rs)^2}{[k]},\tag{16}$$

$$\sum_m\langle ab|rs\rangle\langle ab|sr\rangle=\sum_{kk'}(-1)^{k+k'}\begin{Bmatrix}l_a&l_r&k\\ l_b&l_s&k'\end{Bmatrix}X_k(ab;rs)\,X_{k'}(ab;sr),\tag{18}$$

$$E_2=\sum_{a\le b}e_{ab},\qquad e_{ab}=-(2-\delta_{ab})\sum_{rs}\frac1\Delta\left\{2\sum_k\frac{X_k(ab;rs)^2}{[k]}-\sum_{kk'}(-1)^{k+k'}\begin{Bmatrix}l_a&l_r&k\\ l_b&l_s&k'\end{Bmatrix}X_k(ab;rs)X_{k'}(ab;sr)\right\}.\tag{19}$$

For LS terms, with $W_L=(-1)^{l_r+l_s+L}V_L(ab;sr)$,

$$V_L(ab;rs)=(-1)^{l_r+l_b+L}\sum_k\begin{Bmatrix}l_a&l_b&L\\ l_s&l_r&k\end{Bmatrix}X_k(ab;rs),\tag{22}$$

$$\sum_m\langle ab|rs\rangle^2=\sum_L[L]V_L^2,\qquad\sum_m\langle ab|rs\rangle\langle ab|sr\rangle=\sum_L[L]V_LW_L,\tag{24}$$

$$e_{ab}=\sum_{LS}e(ab;{}^{2S+1}L),\qquad e(ab;{}^{2S+1}L)=-(2-\delta_{ab})\frac{[L][S]}4\sum_{rs}\frac{\big(V_L+(-1)^SW_L\big)^2}{\Delta}.\tag{26}$$

For $a=b$, only even $L+S$ survives, with $e=-[L][S]\sum_{rs}V_L^2/\Delta$. By the Hylleraas functional, a finite basis representing the occupied orbitals accurately approaches each pair energy from above. $Q$ projects on virtual pairs; $u$ is the first-order pair function.

Partial wave $l$ means $\max(l_r,l_s)=l$. With $d=|l_r-l_s|$ and $\lambda=l-d/2+\frac12$, singlet increments follow

$$e_\lambda\to-\frac{3\pi}{2}\,\lambda^{-4}\int R^3\,|\Phi(\mathbf R,\mathbf R)|^2\,d^3R ,\tag{34}$$

for pair function $\Phi$, obtained through $\int(\kappa_\perp^2+\kappa_\parallel^2)^{-3}d\kappa_\parallel$ over radial momentum $\kappa_\parallel$. This is $-A\lambda^{-4}$, with

$$A=\frac38\,(2-\delta_{ab})\,[L][l_a][l_b]\begin{pmatrix}l_a&l_b&L\\0&0&0\end{pmatrix}^2\int_0^\infty P_a^2P_b^2\,r\,dr .\tag{35}$$

Triplets fall as $\lambda^{-6}$. In each channel $d$, the last four increments are fitted to $-\lambda^{-n}(\alpha+\beta\lambda^{-2})$, $n=4$ for singlets and $6$ for triplets; this even form is proved only for singlet $s$ pairs. Beyond the last value $\lambda_0$,

$$e_{\rm tail}=-\alpha\,\zeta(n,\lambda_0+1)-\beta\,\zeta(n+2,\lambda_0+1),\qquad\zeta(n,x)=\sum_{j\ge0}(x+j)^{-n}\approx\frac{(x-\frac12)^{1-n}}{n-1}.\tag{36}$$

### 8. One block by hand: $2p^2\to dd$ in neon

The radial functions are expanded in B-splines of degree 7 on 90 intervals, with knots $r_0(e^{jh}-1)$, $r_0=0.03$ bohr, ending at a wall at 14 bohr; these are chosen inputs. For angular momentum $l$ the first $l+1$ splines are dropped so that $P$ vanishes at least as fast as required at the origin. Solving (15) self-consistently for $Z=10$ gives $E_{\rm HF}=-128.547098\,E_h$, a virial ratio $-V/T=2.0000000$, and $\varepsilon_{1s}=-32.772443$, $\varepsilon_{2s}=-1.930391$, $\varepsilon_{2p}=-0.850410\,E_h$.

Take $a=b=2p$ and $l_r=l_s=2$. Triangle and parity allow $k=1$ and $3$. From (9) the squared 3j symbols are $2/15$ and $3/35$, so $\langle1\|C^1\|2\rangle^2=15\cdot\frac2{15}=2$ and $\langle1\|C^3\|2\rangle^2=15\cdot\frac3{35}=\frac97$, and $X_1=2R^1$, $X_3=\frac97R^3$. The direct factors of (16) are $4/3=1.333333$ and $81/343=0.236152$. For the 6j symbols, $\tau(121)=1/30$ and $\tau(123)=1/105$, and in each case a single $t$ contributes to (10):

$$\begin{Bmatrix}1&2&1\\1&2&1\end{Bmatrix}=\frac1{900}\cdot\frac{5!}{2!\,2!}=\frac1{30},\qquad\begin{Bmatrix}1&2&1\\1&2&3\end{Bmatrix}=\frac1{3150}\cdot\frac{7!}{2!\,2!\,2!}=\frac15,\qquad\begin{Bmatrix}1&2&3\\1&2&3\end{Bmatrix}=\frac1{11025}\cdot\frac{7!}{4!\,2!}=\frac1{105}.$$

The phase $(-1)^{k+k'}$ is $+1$, so the exchange factors of (18) are $4/30=0.133333$, $\frac15\cdot2\cdot\frac97=0.514286$ for both $(1,3)$ and $(3,1)$, and $81/5145=0.015743$. Since $a=b$, all radial information lies in the three sums $T_{kk'}=\sum_{rs}R^kR^{k'}/\Delta$ over virtual $d$ functions:

$$T_{11}=0.04041201,\qquad T_{13}=0.02426524,\qquad T_{33}=0.01530265\ E_h .$$

Equation (19) gives the coefficients $2(1.333333)-0.133333=2.533333$ for $T_{11}$, $2(0.236152)-0.015743=0.456561$ for $T_{33}$, and $-2(0.514286)=-1.028572$ for $T_{13}$, so

$$e(2p^2\to dd)=-\big(0.1023771+0.0069866-0.0249585\big)E_h=-84.405\ {\rm m}E_h .$$

Omitting the terms with $k\ne k'$ would give $-109.36$ m$E_h$, an error of 25 m$E_h$ from one block.

The same three sums give the LS parts. The symbols with upper row $(1,1,L)$ and lower row $(2,2,k)$ follow from (10): for $k=1$ and $3$ they are $1/\sqrt{15}$ and $1/\sqrt{15}$ for $L=0$; $-1/(2\sqrt5)$ and $1/(3\sqrt5)$ for $L=1$; $7/(10\sqrt{21})$ and $1/(5\sqrt{21})$ for $L=2$. The phase in (22) is $(-1)^{L+1}$. Therefore

$$V_0=-\frac{2R^1+\frac97R^3}{\sqrt{15}},\qquad V_1=\frac{-R^1+\frac37R^3}{\sqrt5},\qquad V_2=-\frac{\frac75R^1+\frac9{35}R^3}{\sqrt{21}},$$

and with $e=-[L][S]\sum V_L^2/\Delta$,

$$e(^1S)=-\tfrac1{15}\big(4T_{11}+\tfrac{36}7T_{13}+\tfrac{81}{49}T_{33}\big)=-\tfrac1{15}(0.1616480+0.1247927+0.0252962)=-20.7825\ {\rm m}E_h,$$

$$e(^3P)=-\tfrac95\big(T_{11}-\tfrac67T_{13}+\tfrac9{49}T_{33}\big)=-\tfrac95(0.0404120-0.0207988+0.0028107)=-40.3631\ {\rm m}E_h,$$

$$e(^1D)=-\tfrac5{21}\big(\tfrac{49}{25}T_{11}+\tfrac{18}{25}T_{13}+\tfrac{81}{1225}T_{33}\big)=-\tfrac5{21}(0.0792075+0.0174710+0.0010118)=-23.2596\ {\rm m}E_h .$$

The three add to $-84.405$ m$E_h$. The coefficients of $T_{11}$ add to $\frac4{15}+\frac95+\frac7{15}=\frac{38}{15}=2.5333$, as (24) demands. The multipoles reinforce each other in the singlets and oppose each other in the triplet.

### 9. The second-order energy of neon

The increments $-e$ in m$E_h$ for four of the six shell pairs and for the whole atom are as follows; the full table is in the output below.

| $l$ | $1s^2$ | $2s^2$ | $2s2p$ | $2p^2$ | atom |
|---|---|---|---|---|---|
| 0 | 12.126 | 3.183 | 0 | 2.295 | 19.330 |
| 1 | 22.509 | 1.844 | 42.629 | 96.487 | 172.749 |
| 2 | 3.742 | 4.626 | 17.201 | 91.125 | 130.404 |
| 3 | 1.044 | 1.305 | 17.674 | 15.965 | 37.969 |
| 4 | 0.396 | 0.506 | 5.164 | 8.315 | 14.906 |
| 6 | 0.094 | 0.123 | 0.977 | 1.467 | 2.753 |
| 9 | 0.021 | 0.028 | 0.190 | 0.273 | 0.530 |
| 12 | 0.0070 | 0.0095 | 0.0599 | 0.0844 | 0.1661 |

The $s$–$p$ pairs have no $l=0$ term because their parity is odd and an $ss$ channel is even; the entries printed as $-0.0000$ in the output are these exact zeros. The low partial waves are not monotonic. In $2s^2$ the $p$ wave ($1.84$) is smaller than both the $s$ and the $d$ wave, whereas in $1s^2$ it is the largest. In $2s2p$, $l=2$ means the channel $pd$ and $l=3$ the channel $df$, the first in which $Q$ removes no occupied orbital; it gives $17.67$ against $17.20$. How much of this pattern is due to the removal of the occupied $2p$ orbital by $Q$ is not tested here. In $2p^2$ the $l=2$ entry is the $dd$ block of section 8 plus the $sd$ channel, $91.125-84.405=6.720$ m$E_h$. The laws of section 7 say nothing about these first few waves.

The eleven LS terms, in m$E_h$, are these.

| term | $l\le12$ | tail | total |
|---|---|---|---|
| $1s^2\ {}^1S$ | −40.2301 | −0.0260 | −40.2561 |
| $1s2s\ {}^1S$ | −3.9721 | −0.0029 | −3.9750 |
| $1s2s\ {}^3S$ | −1.5827 | −0.0000 | −1.5827 |
| $1s2p\ {}^1P$ | −8.1670 | −0.0156 | −8.1826 |
| $1s2p\ {}^3P$ | −13.9114 | −0.0003 | −13.9116 |
| $2s^2\ {}^1S$ | −12.0044 | −0.0352 | −12.0396 |
| $2s2p\ {}^1P$ | −60.2795 | −0.2087 | −60.4882 |
| $2s2p\ {}^3P$ | −26.7071 | −0.0018 | −26.7088 |
| $2p^2\ {}^1S$ | −45.4900 | −0.0852 | −45.5752 |
| $2p^2\ {}^1D$ | −87.8647 | −0.2036 | −88.0682 |
| $2p^2\ {}^3P$ | −87.3377 | −0.0039 | −87.3416 |

The singlets give $-258.585$ and the triplets $-129.545$ m$E_h$. The sum to $l=12$ is $-387.5466$, the tail is $-0.5832$, and

$$E_2({\rm Ne})=-388.130\ {\rm m}E_h,\qquad E_{\rm HF}+E_2=-128.93523\ E_h .\tag{37}$$

The three pairs within $n=2$ supply $12.040+87.197+220.985=320.22$ m$E_h$, the $1s^2$ pair $40.26$, and the core–valence pairs $5.558+22.094=27.65$. A frozen-core calculation therefore omits $67.9$ m$E_h$. The triplets hold a third of the energy but only $0.006$ m$E_h$ of the tail.

The fitted leading coefficients, summed over channels, can be set against (35). In $E_h$, fit and formula are $0.17240$ and $0.17311$ for $1s^2$; $0.01928$ and $0.01936$ for $1s2s$; $0.23512$ and $0.23574$ for $2s^2$; $0.09168$ and $0.09187$ for $1s2p$; $1.23269$ and $1.23533$ for $2s2p$; $0.56059$ and $0.56161$ for $2p^2\,{}^1S$; $1.12020$ and $1.12323$ for $2p^2\,{}^1D$. All seven fits lie below $A$ by 0.2 to 0.4 per cent. The finite radial basis, which by the variational property of section 6 underestimates every increment, and the neglected $\lambda^{-8}$ term can both shift the fitted coefficient; the program does not separate these causes. The pairs with $p$ orbitals deviate by 0.18 to 0.27 per cent, and the $s$ pairs, for which the even form is proved, by 0.26 to 0.41 per cent. A relative correction $c/\lambda$, fitted by a straight line in $\lambda^{-2}$ near $\lambda\approx11$, would displace the intercept by about $c/2\lambda$, the intercept of the tangent to $c\sqrt x$ at $x=\lambda^{-2}$; unless the other two causes happen to cancel it, the observed deviations correspond to $|c|$ below about $0.1$ for the sum over the channels of a term. The local exponents of the four triplets between $l=11$ and $12$ are $5.938$, $6.001$, $5.954$ and $6.003$.

The tails can be verified with the last form of (36). For $1s^2$, $\lambda_0+1=13.5$ and $0.17311/(3\cdot13^3)=0.0263$ m$E_h$, against the fitted $0.0260$. For $2s2p\ {}^1P$ the channel has $d=1$, so $\lambda=l$, $\lambda_0+1=13$, and $1.23533/(3\cdot12.5^3)=0.2108$, against $0.2087$. Had $l+\frac12$ been used for all terms, the summed coefficient $3.4403\,E_h$ would predict an increment $3.4403/12.5^4=0.141$ m$E_h$ at $l=12$ where $0.1661$ is found, and a tail $3.4403/(3\cdot13^3)=0.522$ in place of $0.583$. In powers of $x=l+\frac12$ the total in the $\max(l_r,l_s)$ convention has a sizeable $x^{-5}$ term, because a channel with shift $d/2$ contributes $(x-d/2)^{-4}=x^{-4}(1+2d/x+\dots)$. A pure $x^{-4}$ law with the prefactor $3.4403\,E_h$ is therefore ten per cent low in the tail even at $l=12$; with the prefactor matched to the $l=12$ increment it gives $0.615$, five to six per cent high. In powers of $l$ itself the shifts of the channels of neon largely compensate: $3.4403/12^4=0.166$ m$E_h$ for the increment and $3.4403/(3\cdot12.5^3)=0.587$ for the tail.

Two comparisons estimate the numerical error. Extrapolating from $l\le10$ gives $-388.129$ m$E_h$, a shift of $0.0006$. Reducing the knots from 90 to 60 intervals raises the sum for $l\le12$ to $-387.5428$, a shift of $0.0038$ in the direction expected from the Hylleraas functional. A basis that cuts off the radial momentum at $p$ loses $\int_p^\infty\kappa_\parallel^{-6}d\kappa_\parallel\propto p^{-5}$ in the integral that led to (34), and $p$ is proportional to the number of intervals. On that scaling, whose exponent two grids cannot test, the error left at 90 intervals is $0.0038/(1.5^5-1)\approx0.0006$ m$E_h$. A bias of 0.4 per cent in the tail is $0.002$ m$E_h$. The value $-388.13$ m$E_h$ is thus secure in these five digits. The further digits are not: a finer radial grid with partial waves up to $l=16$ moves the total of (37) by $0.001$ to $-388.131$ m$E_h$, and moves single totals in the table of LS terms by up to $0.0005$ m$E_h$.

### 10. What the number is and where the formula stops

The result (37) is the basis-set limit of one term of a perturbation series for the nonrelativistic Hamiltonian. The full nonrelativistic correlation energy of neon is roughly $-0.39\,E_h$, so second order happens to come close, but $E_{\rm HF}+E_2$ is not an upper bound to the exact energy; the variational property of section 6 says only that $E_2$ lies above its own basis-set limit when the occupied orbitals are accurately represented. The clean separation into pairs is also a property of second order: in third order the function $u$ of one pair couples to the others.

The algebra of (19) and (26) holds for any closed-shell atom, but its usefulness depends on $\Delta$ being large compared with the matrix elements. In beryllium the configuration $2p^2$ lies close to $2s^2$, and the compact $p$ function that $Q$ removes in neon is open to excitation, although the Fock operator (15), which feels all four electrons, binds no $p$ level there. Second order then recovers a markedly smaller fraction of the correlation energy, and higher orders (coupled cluster) or a multiconfiguration reference are called for. Orbitals that are not canonical Hartree–Fock orbitals bring back the single replacements, or off-diagonal elements of $F$ that invalidate the simple denominators. In heavy atoms the orbital energies depend on $j$, the spin sum of section 2 can no longer be separated from the angular sums, and the reduction must be redone with $jj$-coupled orbitals. The power laws of section 7 rest on the pure Coulomb singularity $1/r_{12}$ and change if the interaction is modified at short range.

### 11. What the numerical check tests

The numerical check first builds the angular integrals by Gauss quadrature of spherical harmonics, sums them explicitly over all magnetic quantum numbers, and compares with (16) and (18) evaluated through (9) and (10); over 120 exchange cases the largest error is $4.4\times10^{-15}$. The multipole potential (12) for $k=12$ agrees with its incomplete-gamma closed form to a relative $1.9\times10^{-11}$. The radial code is then run in a chosen basis of even-tempered Gaussians up to $g$ and compared with an independent molecular program that knows nothing of radial integrals: both give $E_{\rm HF}=-128.52988117$ and $E_2=-0.34980011\,E_h$. Explicit four-index sums sorted by shell pair, spin and partial wave agree with (26) to $4.4\times10^{-12}\,E_h$, and the $2p^2\ {}^1S$ pair built directly from the three Cartesian $p$ orbitals gives $-0.04230363\,E_h$ by both routes. This small basis reaches only $-349.80$ of the $-375.36$ m$E_h$ available for $l\le4$, which shows that radial incompleteness can exceed the angular truncation. In the spline basis the program tests (19) against (26) for every pair and partial wave, the vanishing of the terms with odd $L+S$, the virial ratio, the coefficients (35), the triplet exponent, and the two convergence comparisons of section 9.

## Values computed for the example and the checks

```
angular test: 120 exchange cases, max error 4.4e-15
k=12 potential test: relative error 1.9e-11
Gaussian test: s .25*3^(0..9), p .2*3^(0..6), d .6 1.8 5.4, f 1.2 3.6, g 3 bohr^-2
  E_HF radial -128.52988117  PySCF -128.52988117 Eh
  E2   radial -0.34980011  PySCF -0.34980011 Eh
  2p2 1S radial -0.04230363 explicit -0.04230363 Eh; max pair/spin/l dev 4.4e-12 Eh
Ne Z=10: degree 7, 90 intervals, r0=0.03, box 14.0 bohr, 14 Gauss pts, lmax=12
E_HF -128.547098 Eh, -V/T 2.0000000
eps 1s 2s 2p (Eh): -32.772443 -1.930391 -0.850410
2p2->dd block: k k' direct factor, exchange factor, T_kk' (Eh)
  1 1 1.333333 0.133333 0.04041201
  1 3 0.000000 0.514286 0.02426524
  3 1 0.000000 0.514286 0.02426524
  3 3 0.236152 0.015743 0.01530265
  block energy -84.4051 mEh; LS parts 1S 3P 1D: -20.7825 -40.3631 -23.2596
-e (mEh) l: 1s1s 1s2s 2s2s 1s2p 2s2p 2p2p total cumulative
 0  12.1262   1.7262   3.1830  -0.0000  -0.0000   2.2949  19.3302  19.3302
 1  22.5094   2.9297   1.8439   6.3505  42.6286  96.4873 172.7494 192.0796
 2   3.7421   0.6432   4.6257  13.0673  17.2014  91.1246 130.4043 322.4839
 3   1.0444   0.1522   1.3048   1.8293  17.6738  15.9646  37.9691 360.4530
 4   0.3958   0.0528   0.5056   0.4735   5.1636   8.3150  14.9064 375.3594
 5   0.1809   0.0229   0.2349   0.1759   2.0540   3.1689   5.8374 381.1968
 6   0.0938   0.0115   0.1232   0.0804   0.9770   1.4670   2.7529 383.9497
 7   0.0533   0.0064   0.0706   0.0420   0.5234   0.7711   1.4668 385.4165
 8   0.0325   0.0038   0.0433   0.0241   0.3054   0.4437   0.8528 386.2693
 9   0.0209   0.0024   0.0280   0.0148   0.1901   0.2733   0.5295 386.7988
10   0.0140   0.0016   0.0188   0.0096   0.1245   0.1775   0.3461 387.1449
11   0.0098   0.0011   0.0132   0.0065   0.0849   0.1202   0.2357 387.3806
12   0.0070   0.0008   0.0095   0.0046   0.0599   0.0844   0.1661 387.5466
term: sum l<=12, tail, total (mEh); singlet a_fit, A (Eh) / triplet exponent
1s1s 1S  -40.2301  -0.0260  -40.2561  0.17240 0.17311
1s2s 1S   -3.9721  -0.0029   -3.9750  0.01928 0.01936
1s2s 3S   -1.5827  -0.0000   -1.5827  5.938
1s2p 1P   -8.1670  -0.0156   -8.1826  0.09168 0.09187
1s2p 3P  -13.9114  -0.0003  -13.9116  6.001
2s2s 1S  -12.0044  -0.0352  -12.0396  0.23512 0.23574
2s2p 1P  -60.2795  -0.2087  -60.4882  1.23269 1.23533
2s2p 3P  -26.7071  -0.0018  -26.7088  5.954
2p2p 1S  -45.4900  -0.0852  -45.5752  0.56059 0.56161
2p2p 1D  -87.8647  -0.2036  -88.0682  1.12020 1.12323
2p2p 3P  -87.3377  -0.0039  -87.3416  6.003
sum of A 3.4403 Eh; singlets -258.585, triplets -129.545 mEh
E2 l<=12 -387.5466, tail -0.5832, total -388.130 mEh
E2 extrapolated from l<=10 -388.129 mEh (shift 0.0006)
E2 l<=12 with 60 intervals -387.5428 mEh (shift 0.0038)
E_HF + E2 -128.93523 Eh
```
